\section*{Enumerating binary fcc superstructures with Hermite and Smith normal forms, part 1}

(Sections cited here and not found follow in the second part.)

\section{The counting problem}

In a substitutional alloy such as a binary fcc metal, every site of a fixed parent lattice carries an A or a B atom. To fit a cluster expansion or an interatomic potential, or to search for ordered ground states, one computes the energies of periodic arrangements with small cells. The list of arrangements must be complete, or a ground state can be missed, and it should be free of repeats, since each repeat costs a full electronic-structure calculation. The Hart--Forcade method produces such a list with integer arithmetic.

The parent lattice has cube edge $a$ and primitive vectors $(a/2)(0,1,1)$, $(a/2)(1,0,1)$, $(a/2)(1,1,0)$, the columns of $(a/2)A$. A site has integer lattice coordinates $\mathbf z$ and Cartesian coordinates $(X,Y,Z)=A\mathbf z$ in units of $a/2$:
\begin{equation}
X=z_2+z_3,\qquad Y=z_1+z_3,\qquad Z=z_1+z_2 .
\end{equation}
Adding and subtracting these gives the inverse,
\begin{equation}
z_1=\tfrac{-X+Y+Z}{2},\quad z_2=\tfrac{X-Y+Z}{2},\quad z_3=\tfrac{X+Y-Z}{2},\quad z_1+z_2+z_3=\tfrac{X+Y+Z}{2}.
\label{inv}
\end{equation}
The 48 point operations $R$ are the signed permutations of $(X,Y,Z)$; on lattice coordinates they act as the integer matrices $W=A^{-1}RA$.

A colouring is a map $\sigma$ from $\mathbb Z^3$ to $\{\mathrm A,\mathrm B\}$. Its period lattice $\Lambda(\sigma)$ is the set of all $\mathbf t$ with $\sigma(\mathbf z+\mathbf t)=\sigma(\mathbf z)$ for every $\mathbf z$. The size $n$ is the index of $\Lambda(\sigma)$ in $\mathbb Z^3$, the number of atoms in the smallest cell. Two colourings are the same structure if $\sigma'(\mathbf z)=\sigma(W\mathbf z+\mathbf t)$ for some $W$ and $\mathbf t$, possibly after the exchange A$\leftrightarrow$B. With exchange the counts for $n=2,3,4$ are 2, 3, 12; without it they are 2, 6, 19.

\section{Sizes two and three by hand}

Take $n=2$. A sublattice of index 2 splits the sites into two classes, and the class of $\mathbf z$ is $g=\mathbf k\cdot\mathbf z \bmod 2$ for some integer vector $\mathbf k$, because a homomorphism from $\mathbb Z^3$ to $\mathbb Z_n$ is fixed by its values $k_i$ on the three basis vectors. There are $2^3-1=7$ nonzero $\mathbf k$, hence 7 sublattices. Three of the forms are $X$, $Y$, $Z$, which number the $\{001\}$ layers. By Eq.~(\ref{inv}) the other four, $z_1$, $z_2$, $z_3$, $z_1+z_2+z_3$, number the $\{111\}$ layers. Signed permutations map each family onto itself, up to a sign that leaves the kernel unchanged, and connect all its members, so two lattices remain.

On each lattice a colouring is a string $\ell_0\ell_1$ giving the atom on class $g=0,1$. AA and BB are pure crystals of size 1 and are dropped. AB and BA are related by the translation $g\to g+1$. The two structures are L1$_0$ (alternating $\{001\}$ layers) and L1$_1$ (alternating $\{111\}$ layers), standing for $3\times2=6$ and $4\times2=8$ colourings.

For $n=3$ there are $3^3-1=26$ nonzero $\mathbf k$ modulo 3. Two onto maps with the same kernel differ by an automorphism of $\mathbb Z_n$, a multiplication by a unit, here $\pm1$, which leaves 13 lattices. The $\{001\}$ and $\{111\}$ forms give 3 and 4 of them. The six forms $X\pm Y$, $Y\pm Z$, $Z\pm X$ have $\mathbf k=(1,1,2)$, $(-1,1,0)$ and their cyclic permutations, distinct up to sign from the first seven, and $3+4+6=13$. Three lattice classes remain. The six mixed strings fall into the translation orbits of BAA and BBA, giving $3\times2=6$ structures, and exchange turns BBA into AAB, a translate of BAA, giving 3.

\section{Size four by hand}

At $n=4$ the quotient group $G=\mathbb Z^3/L'$ of a sublattice $L'$ can be $\mathbb Z_4$ or $\mathbb Z_2\oplus\mathbb Z_2$, and mixed strings can have a hidden shorter period.

\emph{Cyclic quotients.} The form $\mathbf k\cdot\mathbf z \bmod 4$ is onto when some $k_i$ is odd, which holds for $64-8=56$ vectors, or 28 up to the units $\pm1$. They are exhausted by five families, listed by $\mathbf k$ up to sign and cyclic permutation:
\begin{align}
[001]&:\ X\to(0,1,1) && 3 \nonumber\\
[110]&:\ X\pm Y\to(1,1,2),(-1,1,0) && 6\nonumber\\
[201]&:\ 2X+Z\to(1,3,2) && 3\nonumber\\
[111]&:\ (1,0,0),\ (1,1,1) && 4\nonumber\\
[311]&:\ (1,2,2),(0,1,2),(0,2,1),(-1,1,1) && 12 \nonumber
\end{align}
The $[311]$ entries are $X+(X\pm Y\pm Z)/2$ evaluated with Eq.~(\ref{inv}). The $[201]$ family has three members because $X+Y+Z$ is even, so $2Y\equiv2X+2Z$ and $2Y+Z\equiv-(2X+Z)$ modulo 4. The 28 vectors are distinct up to sign, and each family is one orbit of the signed permutations.

\emph{Non-cyclic quotients.} Such a lattice is the common kernel of two independent forms modulo 2, and is fixed by the triple made of the two forms and their sum. The 21 pairs among the seven forms give $21/3=7$ triples. One is $\{X,Y,Z\}$, closed because $X+Y+Z$ is even. The other six consist of two $\{111\}$ forms and their sum, which is a $\{001\}$ form, as in $z_1+z_2=Z$. A threefold rotation about one body diagonal cycles the other three, and one such rotation or a product of two carries any pair of diagonals to any other, so these six are one class. The $28+7=35$ lattices form $5+2=7$ classes.

\emph{Labelings.} Each lattice has $16-2=14$ mixed strings, $7\times14=98$ in all. On $\mathbb Z_4$ the translation orbits are those of BAAA, BBAA, BBBA (four strings each) and BABA (two). BABA is unchanged by $g\to g+2$, so its true size is 2 and it is already in the earlier list: it is superperiodic and is dropped. Exchange merges BBBA with BAAA and maps BBAA to its translate AABB. The number of survivors runs $4\to3\to2$. On $\mathbb Z_2\oplus\mathbb Z_2$ there is one orbit with one B, one with three B, and three orbits with two B. If the two B sit on $g$ and $g'$, the translation $t=g'-g$ swaps them, since $2t=0$, and so fixes the string. All two-B strings are superperiodic and the numbers run $5\to2\to1$. The totals are
\begin{equation}
5\cdot4+2\cdot5=30,\qquad 5\cdot3+2\cdot2=19,\qquad 5\cdot2+2\cdot1=12 .
\end{equation}
A rotation that maps a lattice onto itself could still relate two surviving strings. It permutes sites and so preserves the number of B atoms, while the survivors on any one lattice differ in that number (with exchange, in the smaller of the two atom counts). For $n\le4$ rotations therefore act by merging lattices and remove no labeling. The final counts are 12 with exchange and 19 without.

\section{Listing the superlattices}

A superlattice has basis $AH$ with $H$ an integer matrix and $|\det H|=n$. Two matrices span the same lattice when each basis is an integer combination of the other, $H'=HV$ with $V$ and $V^{-1}$ integer, that is $\det V=\pm1$. Such $V$ include column swaps, sign changes and additions of a multiple of one column to another. Euclid's algorithm on the first row, done with columns, brings it to $(\alpha,0,0)$; the same on the second row of the last two columns brings those entries to $(\gamma,0)$; signs make the diagonal positive. Subtracting multiples of column 2 from column 1 and of column 3 from columns 1 and 2 reduces the rest:
\begin{equation}
H=\begin{pmatrix}\alpha&0&0\\ \beta&\gamma&0\\ \delta&\epsilon&\phi\end{pmatrix},\qquad \alpha\gamma\phi=n,\quad 0\le \beta<\gamma,\quad 0\le \delta,\epsilon<\phi .
\end{equation}
This Hermite normal form is unique. The number $\alpha$ is the positive generator of the first coordinates of $L'$, $\gamma$ that of the second coordinates of vectors with $z_1=0$, and $\phi$ that of the third coordinates of vectors with $z_1=z_2=0$. Column 2 is then fixed up to multiples of column 3, and column 1 up to columns 2 and 3, and the ranges remove this freedom. A given diagonal allows $\gamma\phi^2$ matrices; collecting terms with $\gamma\phi=d$,
\begin{equation}
N(n)=\sum_{\alpha\gamma\phi=n}\gamma\phi^2=\sum_{d|n}d\sum_{\phi|d}\phi .
\end{equation}
This gives $N(2)=1+6=7$, $N(3)=1+12=13$, $N(4)=1+6+28=35$, as found by hand.

The rotated lattice $WH_1\mathbb Z^3$ equals $H_2\mathbb Z^3$ when $H_2^{-1}WH_1$ is integer; its determinant is $\pm1$, so the inverse is then integer too. With $\operatorname{adj}H=nH^{-1}$ the test uses integers:
\begin{equation}
\operatorname{adj}(H_2)\,W H_1\equiv0\pmod n .
\label{rot}
\end{equation}
Each $H$ is compared with the representatives kept so far and is kept if no $W$ passes. The $W$ that pass with $H_1=H_2=H$ form the stabiliser of $H$, and class size times stabiliser order is 48.

\section{The Smith form and the group of sites}

The diagonal of $H$ does not give $G$. Take $\alpha=1$, $\beta=\delta=0$ and the lower block below. A row swap, the subtraction of twice row 1 from row 2, the subtraction of twice column 1 from column 2 and a sign change give
\begin{equation}
\begin{pmatrix}2&0\\1&2\end{pmatrix}\to\begin{pmatrix}1&2\\2&0\end{pmatrix}\to\begin{pmatrix}1&2\\0&-4\end{pmatrix}\to\begin{pmatrix}1&0\\0&-4\end{pmatrix}\to\begin{pmatrix}1&0\\0&4\end{pmatrix},
\end{equation}
so the diagonal $(1,2,2)$ hides a $\mathbb Z_4$. The row operations applied to the unit matrix leave $(-1,2)$ as last row, and $g=-z_2+2z_3 \bmod 4$ vanishes on both columns $(2,1)$ and $(0,2)$.

In general one moves the nonzero entry $p$ of least modulus to the corner and reduces its row and column by division with remainder. A nonzero remainder is smaller than $|p|$ and becomes the new pivot. If row and column are clear but some remaining entry is not a multiple of $p$, its row is added to the pivot row, which produces such a remainder. Since $|p|$ decreases, the loop ends with all remaining entries multiples of $p$, and it is repeated on the smaller block, whose integer combinations stay multiples of $p$. Recording row operations in $U$ and column operations in $V$,
\begin{equation}
UHV=S=\operatorname{diag}(s_1,s_2,s_3),\qquad s_1|s_2|s_3 .
\end{equation}
The $s_i$ do not depend on the route. The gcd of all entries is unchanged by unimodular factors, because each matrix is an integer combination of the other, so $s_1$ is the gcd of the entries of $H$. The same holds for $\operatorname{adj}S=\operatorname{adj}V\operatorname{adj}H\operatorname{adj}U$, because $\operatorname{adj}V=\pm V^{-1}$ and likewise for $U$. As $\operatorname{adj}S=\operatorname{diag}(s_2s_3,s_1s_3,s_1s_2)$ has gcd $s_1s_2$, that product is the gcd of the entries of $\operatorname{adj}H$, and $s_1s_2s_3=n$.

The class of a site is
\begin{equation}
g(\mathbf z)=U\mathbf z \bmod \mathbf s,\qquad G=\mathbb Z_{s_1}\oplus\mathbb Z_{s_2}\oplus\mathbb Z_{s_3}.
\end{equation}
The map is onto because $U$ is invertible over the integers. Its kernel is $L'$, because $U\mathbf z\in S\mathbb Z^3=UHV\mathbb Z^3=UH\mathbb Z^3$ is the same as $\mathbf z\in H\mathbb Z^3$. Colourings periodic under $L'$ are thus the labelings $\ell:G\to\{0,1\}$ (0 for A, 1 for B), with $\sigma(\mathbf z)=\ell(g(\mathbf z))$. Numbering the elements by $i=(g_1s_2+g_2)s_3+g_3$ turns $\ell$ into the integer $\sum_i\ell_i2^i$.

Two of the hand-found lattices show the map at work. For rows $H=(1,0,0;\,0,1,0;\,1,2,4)$, subtracting row 1 and twice row 2 from row 3 gives $\mathbf s=(1,1,4)$ and, by Eq.~(\ref{inv}),
\begin{equation}
g=z_3-z_1-2z_2=(X-Z)-(X-Y+Z)=Y-2Z \pmod 4,
\label{d022}
\end{equation}
a member of the $[201]$ family, with class size 3 and stabiliser 16. BAAA on it is D0$_{22}$. For $H=(1,0,0;\,1,2,0;\,1,0,2)$, subtracting row 1 from rows 2 and 3 gives $\mathbf s=(1,2,2)$ and $g=(X-Y,X-Z)\equiv(Z,Y)\bmod2$. BAAA puts B where $X,Y,Z$ are all even, which is L1$_2$, with stabiliser 48.

We now have every superlattice of a given size, reduced to one representative per rotation class, and for each a group $G$ that turns its periodic colourings into labelings. It remains to remove the duplicate and superperiodic labelings, to check the resulting counts, and to see when the exchange A$\leftrightarrow$B may be used.
